# Out-of-plane shear in equibiaxially strained cubic films and its Christoffel criterion

## Result

A coherent cubic film has unit normal $\mathbf n$, the same misfit strain $e\neq0$ in every in-plane direction, and a free top face. In linear elasticity its displacement gradient is

$$H=e\,I+\mathbf a\,\mathbf n^T,\qquad \mathbf a=-eB\,\Gamma^{-1}\mathbf n, \qquad B=C_{11}+2C_{12},$$

where $\Gamma_{ij}=C_{ikjl}n_kn_l$ is the Christoffel matrix for the direction $\mathbf n$ (repeated indices are summed). The part of $\mathbf a$ perpendicular to $\mathbf n$ is the out-of-plane shear. It vanishes if and only if $\mathbf n$ is an eigenvector of $\Gamma$. If the anisotropy

$$\Delta=C_{11}-C_{12}-2C_{44}$$

is not zero, the normals with this property are the families $\langle001\rangle$, $\langle110\rangle$ and $\langle111\rangle$. A (113) film therefore shears. If $\Delta=0$, no orientation does.

## What the substrate fixes and what it leaves free

Strain is measured from the film's own relaxed lattice, and $e=(a_{\rm sub}-a_{\rm film})/a_{\rm film}$, so $e<0$ means in-plane compression. The film is uniform and wide, has the same crystal orientation as the substrate, and the substrate is taken as rigid.

Coherence stretches each in-plane vector $\mathbf v$ by $1+e$ without turning it, so $H\mathbf v=e\mathbf v$. Thus $H-eI$ annihilates every vector perpendicular to $\mathbf n$ and must have the form $\mathbf a\mathbf n^T$. One vector $\mathbf a$ remains unknown. The strain is

$$\varepsilon=eI+\tfrac12(\mathbf a\mathbf n^T+\mathbf n\mathbf a^T).$$

Its normal component is $\mathbf n\cdot\varepsilon\mathbf n=e+\mathbf a\cdot\mathbf n$. For an in-plane unit vector $\mathbf t$, the engineering shear is $2\,\mathbf t\cdot\varepsilon\mathbf n=\mathbf a\cdot\mathbf t$, because $\mathbf t\cdot\mathbf n=0$.

## The load: a pure pressure

The cubic stiffness can be written, with $m$ running over the cube axes, as

$$C_{ijkl}=C_{12}\delta_{ij}\delta_{kl}+C_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+\Delta\sum_m\delta_{im}\delta_{jm}\delta_{km}\delta_{lm}.$$

For instance, $C_{1111}=C_{12}+2C_{44}+\Delta=C_{11}$. The response to uniform dilation is

$$C_{ijkk}=(3C_{12}+2C_{44}+\Delta)\delta_{ij}=(C_{11}+2C_{12})\delta_{ij}=B\,\delta_{ij}.$$

The $eI$ part of the strain thus exerts the traction $eB\mathbf n$ on the top face, with no shear component for any orientation. The part containing $\mathbf a$ adds $C_{ikjl}a_jn_ln_k=\Gamma_{ij}a_j$. A free face requires the sum to vanish:

$$eB\,\mathbf n+\Gamma\mathbf a=0.$$

A stable crystal has positive energy for every nonzero strain. Since $\mathbf a\cdot\Gamma\mathbf a$ is twice the energy density of the strain $\tfrac12(\mathbf a\mathbf n^T+\mathbf n\mathbf a^T)$, which is nonzero whenever $\mathbf a$ is, $\Gamma$ is positive definite and can be inverted. This gives the stated $\mathbf a$.

The criterion follows in both directions. If $\Gamma\mathbf n=\lambda\mathbf n$, then $\mathbf a=-(eB/\lambda)\mathbf n$ and there is no shear. Conversely, suppose $\mathbf a=\alpha\mathbf n$. Stability gives $B>0$, so $eB\neq0$ and hence $\alpha\neq0$; the face condition then reads $\Gamma\mathbf n=-(eB/\alpha)\mathbf n$, which makes $\mathbf n$ an eigenvector.

## The response: three parts, one of which shears

Contracting the stiffness with $n_kn_l$ gives

$$\Gamma=C_{44}I+(C_{12}+C_{44})\mathbf n\mathbf n^T+\Delta\,\mathrm{diag}(n_1^2,n_2^2,n_3^2).$$

Acting on $\mathbf n$, the first part returns $C_{44}\mathbf n$ and the second $(C_{12}+C_{44})\mathbf n$. Neither turns the vector. The third returns $\Delta(n_1^3,n_2^3,n_3^3)$, which in general points elsewhere. To see when it does not, take the cross product:

$$(\mathbf n\times\Gamma\mathbf n)_1=n_2\,\Delta n_3^3-n_3\,\Delta n_2^3=\Delta\,n_2n_3(n_3^2-n_2^2),$$

and cyclically for the other components. With $\Delta\ne0$, all three vanish only if every pair of components contains a zero or has equal squares. All nonzero $n_i^2$ are then equal. One, two or three nonzero components give $\langle001\rangle$, $\langle110\rangle$ and $\langle111\rangle$ respectively.

This was tested by solving the free-face conditions directly in the film frame for 22 normals with indices from 0 to 4. With $C_{11}=160$ and $C_{12}=60$ GPa, both $C_{44}=80$ GPa ($\Delta=-60$ GPa) and $C_{44}=30$ GPa ($\Delta=+40$ GPa) left just these three families free of shear. With $C_{44}=50$ GPa, where $\Delta=0$, the (113) shear vanished as well.

**Symmetry.** The three families are the rotation axes of a cube: fourfold, twofold and threefold. If $R$ is such a rotation about $\mathbf n$, it leaves the cubic stiffness, the misfit and the face unchanged, so $R\mathbf a$ solves the problem whenever $\mathbf a$ does. The solution is unique, hence $R\mathbf a=\mathbf a$ and $\mathbf a$ lies along the axis. This explains why these normals are eigenvectors whatever the constants. The eigenvector condition adds the converse: when $\Delta\neq0$, no other normal escapes shear in linear elasticity.

## Size and sign for (hhl) films

Let $N^2=2h^2+l^2$ and choose

$$\mathbf n=\frac{(h,h,l)}{N},\qquad \mathbf t=\frac{(l,l,-2h)}{\sqrt2\,N}.$$

The third direction, $[1\bar10]$, decouples: $\Gamma$ is unchanged when the first two axes are exchanged, while $[1\bar10]$ changes sign. The remaining elements are

$$\Gamma_{nn}=C_{12}+2C_{44}+\Delta\frac{2h^4+l^4}{N^4},\qquad \Gamma_{tt}=C_{44}+\Delta\frac{3h^2l^2}{N^4},$$

$$\Gamma_{nt}=\Delta\sum_i n_i^3t_i=\Delta\,\frac{2h^3l-2hl^3}{\sqrt2\,N^4}=\Delta\,\frac{\sqrt2\,hl(h^2-l^2)}{N^4}.$$

The face condition becomes

$$\Gamma_{nn}a_n+\Gamma_{nt}a_t=-eB,\qquad \Gamma_{nt}a_n+\Gamma_{tt}a_t=0.$$

The second equation gives $a_t=-\Gamma_{nt}a_n/\Gamma_{tt}$. Inserting this in the first, with $D=\Gamma_{nn}\Gamma_{tt}-\Gamma_{nt}^2>0$,

$$a_n=-\frac{eB\,\Gamma_{tt}}{D},\qquad a_t=\frac{eB\,\Gamma_{nt}}{D}.$$

The sign has a simple reading. If $\mathbf n$ is turned by an angle $\theta$ towards $\mathbf t$, then $d\Gamma_{nn}/d\theta=4\Delta\sum_i n_i^3t_i=4\Gamma_{nt}$. For $e<0$, $a_t$ has the opposite sign to this slope: a film compressed in its plane leans, as it expands outwards, towards directions of lower longitudinal stiffness $\Gamma_{nn}$. For $e>0$ the shear reverses. The shear-free normals are the directions where $\Gamma_{nn}$ is stationary.

**Small miscut from (001).** For a small angle $\theta$ from [001] towards [110], $\sqrt2\,h/l\approx\theta$, so $\Gamma_{nt}\approx-\Delta\theta$, $\Gamma_{nn}\approx C_{11}$ and $\Gamma_{tt}\approx C_{44}$. To first order,

$$a_t\approx-\frac{eB\Delta}{C_{11}C_{44}}\,\theta.$$

The shear thus starts linearly with miscut; the zero at (001) is not a plateau.

## Worked example: a compressed (113) film

Take a 10 nm film, assumed to stay coherent, with $C_{11}=160$, $C_{12}=60$, $C_{44}=80$ GPa and $e=-0.8\,\%$. These are rough typical values for silicon-germanium with about 20 % germanium on silicon. The digits below belong to these round inputs: with constants interpolated linearly between silicon and germanium (about 158, 61 and 77 GPa) and a misfit between $-0.75\,\%$ (with lattice-parameter bowing) and $-0.83\,\%$ (Vegard's rule), the (113) shear lies between about $-0.30\,\%$ and $-0.33\,\%$. Then $B=280$ GPa, $\Delta=-60$ GPa and $eB=-2.24$ GPa. For (113), $N^4=121$, and

$$\Gamma_{nn}=220-60\cdot\tfrac{83}{121}=178.84,\quad \Gamma_{tt}=80-60\cdot\tfrac{27}{121}=66.61,\quad \Gamma_{nt}=60\cdot\tfrac{24\sqrt2}{121}=16.83\ \text{GPa}.$$

In $\Gamma_{nn}$, the first two parts of $\Gamma$ supply $80+140=220$ GPa and anisotropy removes about 41 GPa. In $\Gamma_{nt}$, anisotropy supplies everything. With $D=11630$ GPa²,

$$a_n=\frac{2.24\times66.61}{11630}=1.283\,\%,\qquad a_t=-\frac{2.24\times16.83}{11630}=-0.324\,\%.$$

The normal strain is $-0.800+1.283=0.483\,\%$. The film's [113] row tilts by $\arctan(-0.00324/1.00483)=-0.185^\circ$ relative to $\mathbf n$. The minus sign means away from $[33\bar2]$, hence towards [001], the softer side. Across 10 nm the lateral offset is 0.032 nm. The (113) planes themselves stay parallel to the interface, because every in-plane vector keeps its direction; the rows crossing them lean.

The same film on other normals, with stiffness and misfit held fixed, gives:

| normal | normal strain (%) | shear along $[l\,l\,\overline{2h}]$ (%) |
|---|---:|---:|
| (001) | 0.600 | 0 |
| (113) | 0.483 | −0.324 |
| (112) | 0.400 | −0.283 |
| (111) | 0.320 | 0 |
| (331) | 0.364 | 0.087 |
| (110) | 0.379 | 0 |

The change of sign at (111) follows from the factor $h^2-l^2$. For the miscut limit, the formula gives $a_t\approx-0.0105\,\theta$, or about $-0.018\,\%$ for a cut $1^\circ$ from (001).

## Weighing the relaxations by energy

The energy density is half the contraction of strain with stress. Using $I:C:I=3B$,

$$W=\tfrac32e^2B+eB\,a_n+\tfrac12\mathbf a\cdot\Gamma\mathbf a.$$

Three stages separate its contributions.

1. **No relaxation**, $\mathbf a=0$: $W=\tfrac32e^2B=0.02688$ GPa, or about 168 meV/nm³.

2. **Normal relaxation with shear forbidden**, $\mathbf a=\alpha\mathbf n$: minimizing over $\alpha$ gives $\alpha=-eB/\Gamma_{nn}$ and lowers $W$ by $(eB)^2/(2\Gamma_{nn})=0.01403$ GPa. This leaves 80.2 meV/nm³.

3. **Shear released**: inserting the full solution in $W$ gives a total lowering of $(eB)^2\Gamma_{tt}/(2D)$. The additional gain is
$$\frac{(eB)^2}{2}\left(\frac{\Gamma_{tt}}{D}-\frac1{\Gamma_{nn}}\right)=\frac{(eB)^2}{2}\,\frac{\Gamma_{nn}\Gamma_{tt}-D}{\Gamma_{nn}D}=\frac{(eB)^2\Gamma_{nt}^2}{2\Gamma_{nn}D}.$$
Here it is 2.13 meV/nm³, or 2.7 % of the energy left after stage 2.

The second stage shows what drives the shear. Expansion along $\mathbf n$ alone removes the normal traction but creates a tangential one,

$$\Gamma_{nt}\alpha=-\frac{eB\,\Gamma_{nt}}{\Gamma_{nn}}=\frac{2.24\times16.83}{178.84}\ \text{GPa}\approx211\ \text{MPa}.$$

A free face cannot support it, so the film shears until it is gone. The release also raises the normal strain from 0.452 % to 0.483 %. Shear is therefore a small correction to the energy but a sizeable part of the deformation: $|a_t|/a_n\approx0.25$. The energy gain is quadratic in $\Gamma_{nt}$, whereas the shear is linear in it to leading order.

## Two comparisons that delimit the criterion

**Unequal in-plane strain.** Strain a (111) film by $e$ along $\mathbf t=[11\bar2]/\sqrt6$ only. The load on the face now has a tangential component

$$e\,C_{ijkl}t_in_jt_kt_l=e\Delta\sum_i n_it_i^3=-\frac{e\Delta}{\sqrt{18}}=-0.113\ \text{GPa},$$

since the $C_{12}$ and $C_{44}$ terms contain $\mathbf t\cdot\mathbf n=0$. Here $\Gamma_{nt}=0$ and $\Gamma_{tt}=C_{44}+\Delta/3=60$ GPa, so $a_t=0.1131/60=0.189\,\%$. The normal is still an eigenvector, yet the film shears, because the load is no longer parallel to $\mathbf n$. With unequal in-plane strain, the eigenvector condition alone does not exclude shear. On (001) and (110) the shear still vanishes, because a half-turn about the normal leaves both the cubic stiffness and any in-plane strain unchanged.

**Sound waves.** A plane wave along $\mathbf n$ with polarization $\mathbf u$, density $\rho$ and speed $v$ obeys $\rho v^2\mathbf u=\Gamma\mathbf u$. An eigenvector normal therefore carries a purely longitudinal wave. Along [113] the nearly longitudinal polarization is turned from $\mathbf n$ towards $\mathbf t$ by $\theta_u$, with

$$\tan2\theta_u=\frac{2\Gamma_{nt}}{\Gamma_{nn}-\Gamma_{tt}},\qquad \theta_u=8.35^\circ.$$

The static vector $\mathbf a$ lies at $\arctan(-\Gamma_{nt}/\Gamma_{tt})=-14.2^\circ$. The angles differ in size and sign because the wave selects an eigenvector of $\Gamma$, while the film responds through $\Gamma^{-1}$ acting on $\mathbf n$. Both vanish when $\Gamma_{nt}=0$.

## How far the number holds for a real film

For silicon-germanium on silicon (113), the neglected effects can be compared with the linear shear of $-0.324\,\%$, changing one at a time.

- **Elastic constants.** Raising $C_{44}$ by 5 % changes the shear to $-0.353\,\%$, an increase of 8.8 % in magnitude. The sensitivity arises because $\Delta$ is a difference: it moves from $-60$ to $-68$ GPa, by 13 %, while $D$ grows by only about 4 %. The shear is more sensitive still to $C_{11}$: raising it by 5 % gives $-0.271\,\%$, a decrease of 16 % in magnitude.
- **Temperature.** A rough expansion difference of $0.6\times10^{-6}$ K⁻¹ over 600 K adds 0.036 % to the magnitude of the misfit at growth. This is 4.5 % of $e$, and the shear scales with it if the stiffness is held fixed.
- **Nonlinear elasticity.** Finite strain with rough third-order constants, listed in the program, gives $-0.317\,\%$, which is 2.2 % smaller in magnitude. In the same calculation the (001), (110) and (111) films remained free of shear, as the symmetry argument requires where the solution is unique and the rotation also preserves the third-order constants. That is so for the Laue class $m\bar3m$, which includes silicon and germanium. In the cubic classes $23$ and $m\bar3$, where $C_{112}\neq C_{113}$, it fails about $\langle110\rangle$, and a (110) film can acquire a small shear of second order in $e$.
- **Substrate compliance.** For equal moduli, a compressed film of thickness $h_f$ on a wafer of thickness $h_s$ stretches the wafer surface by $|e| h_f/h_s$ on average and $3|e| h_f/h_s$ through bending. For a 700 µm wafer the total share, $4h_f/h_s$, is 0.006 % of the misfit.

Coherence needs a separate check. A misfit dislocation becomes favourable when the work done by the film stress equals its line energy. With isotropic elasticity, Poisson ratio $\nu=0.273$, Burgers length $b=0.389$ nm and 60° dislocations, this balance reads

$$h_c=\frac{b(1-\nu/4)}{8\pi|e|(1+\nu)\,g}\left[\ln\frac{h_c}{b}+1\right],$$

where $g=|\hat{\mathbf b}\cdot\mathbf n|\cot\varphi$, $\hat{\mathbf b}$ is the Burgers direction and $\varphi$ is the angle between slip plane and interface. On (001), $g=1/2$ and $h_c=12.7$ nm. On (113), slip on (111) along $[10\bar1]$ has $g=0.754$, which lowers the threshold to $h_c=7.4$ nm. These isotropic values are rough: with the cubic constants of the example in both the film stress and the dislocation energy, they rise to about 16.6 nm on (001) and 8.1 nm on (113). The 10 nm film of the example is thicker than either (113) estimate, so it stays coherent only if dislocations are slow to form or move. The calculated strains and angles do not depend on thickness and apply equally to a thinner coherent film. If dislocations relieve a fraction of the misfit equally in all in-plane directions, the mean elastic shear strain falls by that fraction. The tilt of the rows need not follow, because dislocations can also rotate the lattice. If the relief is unequal, the load can acquire a tangential part, and the eigenvector criterion then no longer suffices.

## Table of computed values

```
C11, C12, C44 = 160, 60, 80 GPa
B = C11+2C12 = 280 GPa; Delta = -60 GPa
misfit strain e = -0.80 %; thickness = 10 nm
film normal: normal strain (%), shear along [l l -2h] (%)
  (0, 0, 1): 0.6000, 0.0000
  (1, 1, 3): 0.4830, -0.3242
  (1, 1, 2): 0.4000, -0.2828
  (1, 1, 1): 0.3200, 0.0000
  (3, 3, 1): 0.3637, 0.0869
  (1, 1, 0): 0.3789, 0.0000
normals scanned per stiffness set: 22
shear-free normals found: [(0, 0, 1), (0, 1, 1), (1, 1, 1)]
(113) Gamma_nn = 178.843 GPa
(113) Gamma_nt = 16.830 GPa
(113) Gamma_tt = 66.612 GPa
(113) a_n = 1.2830 %; a_t = -0.3242 %
(113) tilt of film [113] row toward [33-2] = -0.1848 degree
(113) lateral offset at film top = -0.0324 nm
(113) normal strain, shear forbidden = 0.4525 %
(113) traction, shear forbidden = 210.8 MPa
(113) energy, shear forbidden = 80.22 meV/nm^3
(113) energy, shear free = 78.08 meV/nm^3
(113) energy released by shear = 2.133 meV/nm^3
(113) released fraction = 2.66 %
[113] sound polarization angle from n = 8.35 degree
(113) angle of a from n = -14.18 degree
(111) shear, strain e along [11-2] only = 0.1886 %
rough third-order constants (GPa): C111=-800, C112=-450, C123=-60, C144=15, C155=-310, C456=-60
(113) nonlinear shear = -0.3169 %
  relative change = -2.2 %
(113) shear with C44 raised 5 % = -0.3526 %
  relative change = 8.8 %
rough expansion difference = 0.6e-6 /K
growth temperature above room = 600 K
thermal part of misfit = 0.036 %
  relative to misfit = 4.5 %
wafer thickness = 700 micrometre
misfit share taken by wafer = 0.0057 %
Poisson ratio = 0.273; Burgers length = 0.389 nm
critical thickness, (001) geometry = 12.7 nm
```
